Exact cell integration of electron-impact rate coefficients and threshold grid errors

**The decision**

A plasma model needs an ionization rate coefficient, and the cross section and the electron energy distribution are both available as tables. One must decide whether to refine the energy grid, change the integration rule, or add nodes at the ionization onsets. When the grid step is comparable with the electron temperature, it can pay to change the nodes and the rule together. In the water-vapour example below, with a 4 eV step and a 3 eV temperature, neither change alone reduces the largest error found, but the two together, with nodes at all four valence onsets, reduce it more than tenfold. A rule that integrates the interpolated tables without error can be less accurate than the trapezoidal rule if the onsets are not nodes, and much more accurate if all the important ones are.

**Definitions and scope**

Energies ε and the electron temperature T are in eV. The energy probability function f is normalised by

∫ ε^(1/2) f(ε) dε = 1,

so ε^(1/2) f dε is the fraction of electrons in dε. An electron of energy ε has speed γ ε^(1/2), with γ = (2e/m)^(1/2). Averaging speed times cross section σ gives

k = ∫ γ ε^(1/2) σ ε^(1/2) f dε = γ ∫ ε σ(ε) f(ε) dε.

The gas molecules are taken to be at rest. Between nodes, σ is linear and ln f is linear, with f > 0 at every node. "Exact" below means exact, apart from rounding, for these interpolants on the tabulated range. The interpolants may still differ from the functions they represent.

**The cell formula**

Merge the nodes of the two tables. No kink of either interpolant then lies inside a cell, so in each cell εσ is a quadratic polynomial and f is one exponential.

Let h be the cell width. Call p the end with the larger f and q the other end, and let t run from 0 at p to 1 at q. Then

ε = ε_p(1−t) + ε_q t,
σ = σ_p(1−t) + σ_q t,
f = f_p e^(−zt), z = ln f_p − ln f_q ≥ 0.

The contribution is h times the integral over t, whichever end is p, because reversing the direction changes both the sign of dε and the order of the limits. Multiplying the two linear factors gives

εσ = ε_pσ_p(1−t)² + (ε_pσ_q + ε_qσ_p)t(1−t) + ε_qσ_q t².

The cell integral is therefore

C = h f_p [ε_pσ_p W₀ + (ε_pσ_q + ε_qσ_p)W₁ + ε_qσ_q W₂]. (1)

With the moments M_n = ∫₀¹ tⁿ e^(−zt) dt, expanding (1−t)² and t(1−t) gives

W₀ = M₀ − 2M₁ + M₂, W₁ = M₁ − M₂, W₂ = M₂.

Each W is the integral of a non-negative function. For σ ≥ 0 no cancellation occurs between the terms of (1), or between cells. Choosing the larger f as anchor also keeps growing exponentials out of the weights.

**Moments and the flat limit**

Direct integration gives M₀ = (1 − e^(−z))/z. For n ≥ 1, integration by parts gives

M_n = [−tⁿe^(−zt)/z]₀¹ + (n/z)∫₀¹ tⁿ⁻¹e^(−zt) dt
    = (nM_(n−1) − e^(−z))/z. (2)

As z → 0 this recurrence subtracts nearly equal numbers. With a rounding error u, the error is of order u/z in M₁, and the next division raises it to order u/z² in M₂, whose value stays near 1/3. The largest relative error found in M₂ was 6.1×10⁻¹² for z between 0.01 and 0.02, and 6.8×10⁻⁴ for z between 10⁻⁶ and 2×10⁻⁶. Reducing z by 10⁴ raised the error by about 10⁸, as the estimate requires. Such small z arises when f is nearly flat, or when merging leaves two nodes almost together.

For z < 1, expand the exponential and integrate tⁿ⁺ᵏ:

M_n = Σ_k (−z)ᵏ / [k!(n+k+1)]. (3)

The terms alternate and decrease, so the truncation error is smaller than the first omitted term. With k = 0 to 21 it is below 10⁻²². At z = 0, M₀, M₁ and M₂ are 1, 1/2 and 1/3, so W₀, W₁ and W₂ are 1/3, 1/6 and 1/3. Equation (1) then integrates a quadratic at constant f.

The subtractions inside the weights are mild. At z = 0 the sum of the magnitudes being combined is 7 times W₀ and 5 times W₁, and both ratios tend to 1 at large z. Using (3) below z = 1 and (2) above, the largest relative error of the three moments was 3.9×10⁻¹⁶ at eleven test values from z = 0 to 60. Between those values it reaches about 10⁻¹⁵, just above z = 1.

A constant cross section tests the opposite limit. Take one cell from 0 to L with a Maxwellian, f = (2/√π)T^(−3/2)e^(−ε/T), and L ≫ T. Here ε_p = 0 and ε_q = L, so

C = L f(0) σL(W₁ + W₂) = L² f(0) σM₁.

At large z = L/T, M₁ → 1/z², hence C → σT²f(0). Multiplication by γ gives

k = σ(2e/m)^(1/2) 2(T/π)^(1/2) = σ[8eT/(πm)]^(1/2),

which is σ times the mean speed. One very wide cell suffices because both interpolants equal the functions they represent.

**Pseudocode and cost**

    input: nodes and σ; nodes and ln f; threshold ε₀
    put ε₀ in the σ table with σ = 0
    set σ = 0 at all σ nodes below ε₀
    E = sorted union of both node sets, on their overlap
    interpolate σ and ln f linearly to E
    sum = 0
    for each cell of E:
        p = end with larger ln f; q = other end
        z = ln f_p − ln f_q
        if z < 1: M₀, M₁, M₂ from series (3)
        else:     M₀ = −expm1(−z)/z; M₁, M₂ from (2)
        form W₀, W₁, W₂; add C from (1) to sum
    return γ · sum

Here expm1(x) denotes e^x − 1 evaluated without cancellation. The listing inserts only the first threshold. When σ has later onsets, each important one must also be a node of the σ table, with the true cross section there. Merging sorted tables and summing the cells both take time proportional to the number of nodes. The weights depend on f and the grid but not on σ. For many collision processes, merge all their nodes once and reuse the weights, since extra nodes do not change a piecewise-linear interpolant.

On one pair of random tables, with rising, flat and steep parts of f, the rule agreed with adaptive quadrature to a relative 1.0×10⁻¹⁵. Keeping only the cross-section nodes gave a result 6.9% too low for those tables, because the structure of f between them was lost.

**A threshold cell by hand**

Let a cell run from 12 to 16 eV, with σ rising from 0 to 1 and f falling from 1 with T = 3 eV. These unit values leave the integral in eV². Then z = 4/3 and e^(−z) = 0.26360, so

M₀ = (1 − 0.26360)/1.33333 = 0.55230,
M₁ = (0.55230 − 0.26360)/1.33333 = 0.21653,
M₂ = (2×0.21653 − 0.26360)/1.33333 = 0.1271.

Thus W₁ = 0.0894 and W₂ = 0.1271. Since σ_p = 0,

C = 4[12×0.08943 + 16×0.12710] = 12.43 eV².

The trapezoidal rule gives 4×(0 + 16×0.26360)/2 = 8.44 eV², which is 32% low for this cell. The integrand rises steeply at the threshold and is nearly flat by 16 eV. It is concave across the cell, so it lies above the straight line that the trapezoidal rule assumes.

**Leading threshold errors**

Take σ = s(ε−ε₀) above threshold and zero below, with f = f₀e^(−(ε−ε₀)/T). Put x = ε−ε₀. Since ∫₀^∞ x e^(−x/T)dx = T² and ∫₀^∞ x²e^(−x/T)dx = 2T³, the true integral is

I = s f₀ ∫₀^∞ (ε₀+x)x e^(−x/T) dx = s f₀(ε₀T² + 2T³). (4)

Let the threshold lie a fraction θ into a cell of a uniform grid, and let h ≪ T. The integrand g = εσf has slope J = s f₀ε₀ just above threshold.

In a smooth cell with midpoint value g_m, the trapezoid is hg_m + h³g″/8 and the integral is hg_m + h³g″/24, to this order. The difference is h³g″/12. Summed over the cells above threshold it becomes

(h²/12)∫g″dx = −h²J/12,

because g′ vanishes at high energy and equals J, to leading order, at the first node above threshold.

The cell containing the threshold needs separate treatment. Its part above threshold has length (1−θ)h. The trapezoid gives J(1−θ)h²/2 and the true area is J(1−θ)²h²/2. The excess is Jh²θ(1−θ)/2. Adding both errors and dividing by I, with J/I = 1/[T²(1+2T/ε₀)], gives

trapezoid: [θ(1−θ)/2 − 1/12] (h/T)²/(1+2T/ε₀). (5)

Now use the exact cell rule without a threshold node. Linear interpolation starts σ from zero at the node below ε₀ and creates a false toe. Its excess area is sh²θ(1−θ)/2, by the same triangle calculation, and εf is nearly constant across it. The other cells have no error, so

exact rule, no threshold node: [θ(1−θ)/2] (h/T)²/(1+2T/ε₀). (6)

With the node inserted, the error vanishes for this straight-line model. For ε₀ ≫ T the errors depend on h/T. A step that is small compared with the threshold energy can still be too coarse.

For ε₀ = 12 eV, T = 3 eV and h = 0.03 eV, dividing out (h/T)²/(1+2T/ε₀) leaves the brackets. At θ = 0.5 the computed values are +0.0417 for the trapezoid and +0.1250 for the exact rule, which agree with 1/24 and 1/8. At θ = 0 they are −0.0833 and zero.

The largest magnitude of (6) is thus 1.5 times that of (5). Averaged uniformly over θ, θ(1−θ)/2 equals 1/12, so the leading trapezoidal error averages to zero while the toe error does not. A small trapezoidal error on one grid may therefore be an accident of its offset.

Adding the threshold node to the trapezoidal rule removes the toe but leaves the −h²J/12 of the smooth cells. The shortened first cell contributes at order h³. The bracket becomes −1/12 for every θ: the node makes this error predictable but does not remove it.

**When the step is much larger than T**

Equations (5) and (6) then fail. Suppose the first node above threshold is at distance x, and later nodes are negligible. The trapezoid reduces to hg(x), and division by (4) gives

trapezoid/true ≈ (hx/T²)e^(−x/T)(ε₀+x)/(ε₀+2T). (7)

With ε₀ = 12 eV, T = 1 eV and h = 8 eV, x = 1 eV gives 8e^(−1)(13/14) = 2.73. The full sum gives 2.75. For x = 8 eV the ratio is 0.031. Moving the grid changes the answer by a factor of about 90.

For the exact rule without a threshold node, the toe begins at ε₀−θh with slope (1−θ)s. If the cell is many T wide, applying (4) to this false threshold gives

exact rule/true ≈ (1−θ)e^(θh/T)(ε₀−θh+2T)/(ε₀+2T). (8)

This holds for 0 < θ < 1 with θh and (1−θ)h both well above T, and a lower node at positive energy. The exponential appears because the toe samples the much larger population below threshold. Equation (8) is an asymptotic estimate and was not tested separately.

**What remains with a threshold node**

Real cross sections curve, and ln f need not be straight. At distance y from the left end of a cell, a linear interpolant of a smooth function u differs from it by

u_lin − u ≈ u″y(h−y)/2.

The cell average of y(h−y)/2 is h²/12. Apply this to σ and to ln f. A small error in ln f is the relative error in f, so the leading relative error is

δ = (h²/12) ∫ε[σ″ + σ(ln f)″]f dε / ∫εσf dε. (9)

This requires h to be small on the scales over which σ and f change.

A Druyvesteyn distribution, f ∝ e^(−(ε/E)²), has (ln f)″ = −2/E². Its part of δ is −h²/(6E²). For E = 6.084 eV and h = 0.1 eV this is −4.50×10⁻⁵. The curvature of the first-orbital H2O cross section used below contributes +3.18×10⁻⁵. Their sum, −1.32×10⁻⁵, agrees with the computed error.

The normalisation integral of the interpolated f shifts by the same −4.50×10⁻⁵, because (ln f)″ is constant. Renormalising f removes that part. In this case it leaves the larger error +3.18×10⁻⁵, since the two parts had partly cancelled.

**Water vapour example**

The example is electron-impact ionization of H2O with a Maxwellian at T = 3 eV. The binary-encounter-Bethe model assigns to each doubly occupied orbital, with binding energy B and mean electron kinetic energy U, the cross section

σ = S/(t+u+1) · [(ln t/2)(1−1/t²) + 1 − 1/t − ln t/(t+1)],
t = ε/B, u = U/B, S = 8πa₀²(R/B)²,

for t > 1, where a₀ is the Bohr radius and R the Rydberg energy. B and U come from restricted Hartree–Fock in the cc-pVTZ basis, with bond length 0.96 Å and angle 104.5°. The four valence onsets are 13.7, 15.7, 19.3 and 36.6 eV. This level omits correlation, orbital relaxation and nuclear motion in the onsets. The basis is also not converged to these digits: aug-cc-pVTZ raises all four onsets by about 0.2 eV, to 13.9, 15.9, 19.5 and 36.8 eV. The cross section is a model, not a measurement.

Fine quadrature gives k = 1.45×10⁻¹⁰ cm³/s, or 1.45×10⁻¹⁶ m³/s. With aug-cc-pVTZ orbitals k is 1.35×10⁻¹⁰ cm³/s, 7% lower, and the frequency below becomes 3.3×10⁴ s⁻¹. The grid errors quoted below change little with the basis. At 10 mTorr and 400 K the gas density is 2.41×10¹⁴ cm⁻³. If all of it is H2O, the ionization frequency per electron is

2.41×10¹⁴ × 1.45×10⁻¹⁰ ≈ 3.5×10⁴ s⁻¹.

The coarse-grid errors below are the largest magnitudes over 20 grid offsets, relative to this k, with T and the cross-section model fixed. At h = 1 eV the trapezoid errs by up to 0.54% and the exact rule without onset nodes by 0.93%. For one straight onset, (5) and (6) predict maxima of 0.64% and 0.97%. With nodes at all four onsets the errors become 0.59% for the trapezoid and 0.017% for the exact rule.

At h = 4 eV the four errors, in the same order, are 4.7%, 12.6%, 5.1% and 0.36%. At 8 eV they are 22%, 69%, 2.8% and 1.4%. Twenty offsets slightly miss the extremes: about 200 offsets give 4.8%, 12.6%, 5.1% and 0.37% at 4 eV, and 24%, 70%, 3.2% and 1.5% at 8 eV. The later onsets are needed for this gain. With a node at the first onset only, the exact rule errs by up to 5.5% at h = 4 eV, more than the plain trapezoid. The trapezoid with onset nodes thus improves between 4 and 8 eV. The added nodes fix some cell widths near threshold, so h no longer describes the whole grid. The cause of the improvement was not examined, so it should not be relied on in other cases.

**Relation to a real discharge**

A few eV, about 10 mTorr and a few hundred kelvin are rough typical values for a low-pressure inductively coupled processing plasma. The Maxwellian tail is a doubtful assumption there, because inelastic collisions remove energetic electrons. Lowering the tail temperature to 2 eV above the first onset, and renormalising, multiplies k by 0.37. A Druyvesteyn distribution with the same mean energy multiplies it by 0.030. These are trial distributions, not predictions for a particular reactor. Replacing the first binding energy by a vertical MP2 energy difference, 12.7 eV, multiplies k by 1.40; in aug-cc-pVTZ the values are 12.9 eV and 1.38. The later onsets are left uncorrected in this factor. Dissociation would lower the H2O density and is not included.

Temperature matters for a related reason. For the straight-line threshold, f₀ ∝ T^(−3/2)e^(−ε₀/T), and (4) gives

d ln k/d ln T = ε₀/T + 1/2 + 2T/(ε₀+2T).

With ε₀ = 13.7 eV and T = 3 eV this is 5.4. The full model gives 5.6, and a 10% rise in T raises k by 67%. Gas motion adds (m/M)T_gas to the temperature of the relative velocity, where M is the molecular mass. It changes k by a relative 2×10⁻⁶, so taking the gas at rest is safe here.

**Failure modes**

If the σ table has no entry at the threshold, the last tabulated zero acts as a false threshold. The remedy is a zero at the known onset, with further nodes at any later onsets that contribute appreciably, since each of these otherwise leaves a toe of its own. A node at a later onset needs the true cross section there, from a model or a finer table. A value interpolated from the existing table leaves the interpolant unchanged. The new node cannot recover curvature missing from a sparse table.

A zero or negative f has no usable logarithm. End the table before such values, then estimate the omitted tail. If σ stays near σ_N and f decays with temperature T_N beyond the last node ε_N, the omitted integral is

σ_N f_N ∫₀^∞ (ε_N+x)e^(−x/T_N)dx = σ_N f_N(ε_NT_N + T_N²).

A jump in σ or f requires two values at one energy, which a simple union of nodes cannot hold. Split the integral there and use the appropriate one-sided value in each part.

For a 3 eV Maxwellian and this H2O model, a 4 eV grid with onset nodes and the exact rule keeps the integration error below 0.4% for the offsets examined. A Maxwellian has an exactly straight ln f, so this figure does not carry over to a distribution with a curved tail, which needs a finer table of f. The uncertainty in the tail is far larger, and a finer integration grid cannot reduce it. The numerical output follows.

Table of computed values

```
largest relative error of M0,M1,M2: 3.9e-16
recurrence M2, z from 1e-02 to 2e-02: rel. error 6.1e-12
recurrence M2, z from 1e-04 to 2e-04: rel. error 7.2e-08
recurrence M2, z from 1e-06 to 2e-06: rel. error 6.8e-04
mixed random tables, rule vs quadrature: rel. error 1.0e-15
same tables without merging: rel. error -0.069
cell 12-16 eV, T = 3.0 eV: z = 1.33333
cell weights W0, W1, W2: 0.24634 0.08943 0.12710
cell integral, exact: 12.4269 eV^2 (sigma_b = f_a = 1)
cell integral, trapezoid: 8.4351 eV^2
cell trapezoid/exact: 0.6788
Linear threshold 12 eV, T = 3 eV, h = 0.03 eV: scaled errors
  theta 0.00: trapezoid -0.0833, exact, no node -0.0000
  theta 0.25: trapezoid +0.0103, exact, no node +0.0936
  theta 0.50: trapezoid +0.0417, exact, no node +0.1250
  theta 0.80: trapezoid -0.0032, exact, no node +0.0801
T = 1 eV, h = 8 eV, first node 1 eV up: trapezoid/true 2.746
T = 1 eV, h = 8 eV, first node 8 eV up: trapezoid/true 0.0307
H2O geometry: O-H 0.96 angstrom, angle 104.5 degrees
H2O RHF/cc-pVTZ orbitals: binding, kinetic energy (eV)
    13.721   61.487
    15.707   58.763
    19.272   48.322
    36.579   71.005
   559.336  794.386
H2O cross section at 30 eV: 1.1533 x 1e-16 cm2
H2O cross section at 100 eV: 2.2515 x 1e-16 cm2
Druyvesteyn energy scale: 6.0838 eV, test step 0.1 eV
residual rel. error: -1.321e-05
  predicted from sigma'': 3.184e-05, from (ln f)'': -4.503e-05
  shift of normalisation integral: -4.503e-05
k at Te = 3.0 eV: 1.4493e-10 cm3/s = 1.4493e-16 m3/s
Worst error (%) over 20 grid offsets; + means onset nodes added
  h (eV)   trapezoid   exact   trapezoid+   exact+
   1.0      0.536     0.925     0.592     0.017
   2.0      2.058     3.891     2.202     0.065
   4.0      4.673    12.643     5.079     0.361
   8.0     22.107    69.395     2.757     1.417
gas density at 10 mTorr, 400 K: 2.414e+14 cm^-3
ionization frequency per electron: 3.499e+04 1/s
k ratio, Druyvesteyn of equal mean energy: 0.0299
k ratio, tail at 2.0 eV above first onset: 0.3655
first vertical ionization energy, MP2 difference: 12.661 eV
k ratio, first threshold from MP2: 1.3993
k ratio, Te raised by 10%: 1.6676
d ln k / d ln Te: 5.579
relative change of k from gas motion: 1.95e-06
```
